# Overlaps of displaced oscillators by recursion and on a grid

## Two equal oscillators, worked by hand

Take two harmonic oscillators of the same frequency, one centred at $x=0$ and the other at $x=d$, with $x$ in units that make the ground state $\pi^{-1/4}e^{-x^2/2}$. In an optical transition or a carrier capture at a defect, the first might be the vibration before the electronic change and the second the vibration after it. The overlap of the two ground states follows by completing the square:

$$-\tfrac12x^2-\tfrac12(x-d)^2=-(x-\tfrac d2)^2-\tfrac{d^2}{4},\qquad S_{00}=e^{-d^2/4}=e^{-\delta^2/2},\quad \delta=\frac{d}{\sqrt2}.$$

The first excited state is $\sqrt2\,x$ times the ground state, or $\sqrt2(x-d)$ times it for the displaced oscillator. Write $x=d/2+u$. Under the normalized weight $e^{-u^2}/\sqrt\pi$ the averages are $\langle u\rangle=0$ and $\langle u^2\rangle=1/2$. With the first index for the initial oscillator and the second for the final one,

$$S_{10}=\sqrt2\,\tfrac d2S_{00}=\delta S_{00},\qquad S_{01}=-\delta S_{00},$$
$$S_{11}=2\left(\tfrac12-\tfrac{d^2}{4}\right)S_{00}=(1-\delta^2)S_{00}.$$

The last result can be had without a new integral, since $S_{11}=\delta S_{01}+S_{00}$. It also shows the danger. At $\delta=1$ two terms of equal size cancel. The next diagonal overlap at $\delta=1$ will turn out to be $S_{22}=(1-2+\tfrac12)S_{00}=-\tfrac12S_{00}$, whereas the magnitudes of its terms add up to $3.5\,S_{00}$. Rounding errors scale with the terms, not with their sum.

## Growth of the cancellation

For equal frequencies the rule behind $S_{11}$ is

$$\sqrt{m+1}\,S_{m+1,n}=\delta S_{mn}+\sqrt n\,S_{m,n-1},\qquad \sqrt{n+1}\,S_{0,n+1}=-\delta S_{0n}.$$

Both are special cases of recursions derived below. The second gives $S_{0n}=(-\delta)^nS_{00}/\sqrt{n!}$. To solve the first, set $S_{mn}=\sqrt{n!/m!}\,f_{mn}$. The square roots drop out and leave

$$f_{m+1,n}=\delta f_{mn}+f_{m,n-1}.$$

Each upward step either keeps $n$, with a factor $\delta$, or comes from $n-1$, with a factor 1. After $m$ steps, counting the orders in which the choices can be made,

$$f_{mn}=\sum_j\binom mj\delta^{m-j}f_{0,n-j}.$$

On the diagonal, insert $f_{0,k}=(-\delta)^kS_{00}/k!$ with $k=n-j$:

$$S_{nn}=S_{00}\sum_{k=0}^n\binom nk\frac{(-\delta^2)^k}{k!}.$$

This contains the cases $n=1$ and $n=2$ above. Let $M_{nn}$ be the same sum with all terms positive. Since $\binom nk\le n^k/k!$,

$$M_{nn}\le S_{00}\sum_k\left[\frac{(\delta\sqrt n)^k}{k!}\right]^2\le S_{00}\,e^{2\delta\sqrt n}.$$

The last step holds because a sum of squares of positive numbers does not exceed the square of their sum. The exponent is also the right leading one for fixed $\delta$ and large $n$: the largest terms lie near $k\approx\delta\sqrt n$, where replacing the binomial by $n^k/k!$ costs a factor of about $e^{-k^2/2n}\approx e^{-\delta^2/2}$, which does not grow with $n$. The overlap itself obeys $|S_{nn}|\le1$, because both states are normalized. The terms therefore become exponentially larger than their sum.

A single faulty entry shows the mechanism directly. Change $S_{0,q}$ by $\epsilon$ and leave the rest of row 0 correct. The formula for $f$ then gives a change $\epsilon\binom nq\delta^q/\sqrt{q!}$ in $S_{nn}$. The correct row 0 has entries whose contributions cancel; an isolated error has no partner.

Low rows behave differently. From $|S_{0,n-j}|\le1$ and $n!/(n-j)!\le n^j$,

$$M_{mn}\le\frac1{\sqrt{m!}}\sum_j\binom mj\delta^{m-j}n^{j/2}=\frac{(\delta+\sqrt n)^m}{\sqrt{m!}}.$$

At fixed $m$ this is only a power of $n$. Inserting $|f_{0,k}|=\delta^kS_{00}/k!$ gives $M_{mn}=S_{00}\sqrt{m!\,n!}\sum_j\delta^{m+n-2j}/[j!\,(m-j)!\,(n-j)!]$, which is symmetric in $m$ and $n$, so the same bound holds for low columns. It is the combination of high $m$ and high $n$ that is harmful.

## Different frequencies

Let $Q$ be a mass-weighted coordinate in amu$^{1/2}$ Å, and let $k=1/\hbar^2$, expressed in 1/(eV amu Å$^2$). The initial and final curves have quanta $E_i,E_f$ and minima at $0$ and $D$:

$$H_i=-\frac1{2k}\frac{d^2}{dQ^2}+\frac{kE_i^2}2Q^2,\qquad H_f=-\frac1{2k}\frac{d^2}{dQ^2}+\frac{kE_f^2}2(Q-D)^2.$$

Energies are counted from each curve's minimum. The electronic energy difference fixes which pairs of levels conserve energy, but it does not enter the overlaps. There is one coordinate, so mixing of modes is excluded. Define

$$a=\sqrt{\frac{kE_i}2}\,Q+\frac1{\sqrt{2kE_i}}\frac d{dQ},\qquad b=\sqrt{\frac{kE_f}2}\,(Q-D)+\frac1{\sqrt{2kE_f}}\frac d{dQ}.$$

The adjoints have the opposite sign in front of the derivative. Hence $[a,a^\dagger]=[b,b^\dagger]=1$, $H_i=E_i(a^\dagger a+\tfrac12)$ and $H_f=E_f(b^\dagger b+\tfrac12)$. States built with $a^\dagger$ and $b^\dagger$ from positive Gaussians are positive at large $Q$, which fixes all signs of $S_{mn}=\langle i,m|f,n\rangle$.

Adding and subtracting $a$ and $a^\dagger$ gives

$$Q=\frac{a+a^\dagger}{\sqrt{2kE_i}},\qquad\frac d{dQ}=\sqrt{\frac{kE_i}2}\,(a-a^\dagger).$$

With $r=\sqrt{E_f/E_i}$, inserting these into $b$ gives $\tfrac r2(a+a^\dagger)+\tfrac1{2r}(a-a^\dagger)$ minus a constant:

$$b=c\,a+s\,a^\dagger-\delta,\quad c=\tfrac12\!\left(r+\tfrac1r\right),\quad s=\tfrac12\!\left(r-\tfrac1r\right),\quad\delta=D\sqrt{\tfrac{kE_f}2}.$$

Here $c^2-s^2=1$ and $c-s=1/r$. Forming $cb-sb^\dagger$ removes $a^\dagger$ and leaves $a-(c-s)\delta$, so

$$a=c\,b-s\,b^\dagger+\frac\delta r,\qquad a^\dagger=c\,b^\dagger-s\,b+\frac\delta r.$$

Now evaluate $\langle i,m|a^\dagger|f,n\rangle$ in two ways. Acting to the left, $a^\dagger$ gives $\sqrt m\,\langle i,m-1|$. Acting to the right through $b$ and $b^\dagger$, it raises or lowers $n$. Solving for the highest $n$,

$$c\sqrt{n+1}\,S_{m,n+1}=\sqrt m\,S_{m-1,n}+s\sqrt n\,S_{m,n-1}-\frac\delta r\,S_{mn}.\tag{1}$$

In the same way, $b|f,n\rangle=\sqrt n\,|f,n-1\rangle$, while to the left $\langle i,m|a=\sqrt{m+1}\,\langle i,m+1|$. Hence

$$c\sqrt{m+1}\,S_{m+1,n}=\delta S_{mn}-s\sqrt m\,S_{m-1,n}+\sqrt n\,S_{m,n-1}.\tag{2}$$

For $r=1$ we have $c=1$, $s=0$, and the rules of the first example return. For $D=0$ but $r\ne1$, both recursions connect only entries whose $m+n$ has the same parity. Starting from $S_{00}$, all overlaps with odd $m+n$ vanish, as reflection symmetry demands, while $S_{02}=sS_{00}/(\sqrt2\,c)$ does not.

The starting value is a Gaussian integral. The exponent of the product of the two ground states is

$$-\frac k2(E_i+E_f)\left(Q-\frac{E_fD}{E_i+E_f}\right)^2-\frac{kE_iE_fD^2}{2(E_i+E_f)}.$$

The norms contribute $(k^2E_iE_f)^{1/4}/\sqrt\pi$ and the integral $\sqrt{2\pi/[k(E_i+E_f)]}$. Since $c=(E_i+E_f)/(2\sqrt{E_iE_f})$, their product is $c^{-1/2}$:

$$S_{00}=\frac1{\sqrt c}\exp\left[-\frac{kE_iE_fD^2}{2(E_i+E_f)}\right].\tag{3}$$

The algorithm is:

1. Compute $S_{00}$ from (3).
2. Fill row 0 with (1) at $m=0$, taking entries with negative index as zero.
3. Go up in $m$ with (2), for all required $n$.

The work is proportional to the number of table entries.

## A numerical case

The model has $E_i=30$ meV, $E_f=40$ meV and $D=1.5$ amu$^{1/2}$ Å. These are round parameters, not a particular defect. With $k=239.2253$ in these units, $c=1.010363$, $s=0.144338$, $r=1.154701$ and $\delta=3.281027$. The exponent in (3) is

$$\frac{239.2253\times0.030\times0.040\times1.5^2}{2\times0.070}=4.614,$$

so $S_{00}=e^{-4.614}/\sqrt{1.010363}=0.00986$. The next entries are

$$S_{01}=-\frac{\delta}{rc}S_{00}=-0.02774,\qquad S_{10}=\frac\delta cS_{00}=0.03203,$$
$$S_{11}=\frac{3.2810\times(-0.02774)+0.00986}{1.01036}=-0.0803.$$

Continuing in double precision along the diagonal gives the following. Here $M$ is the result of the same recursion with every coefficient replaced by its magnitude.

| $m=n$ | accurate $S$ | double precision | $M$ |
|---:|---:|---:|---:|
| 20 | −0.00729 | −0.00729 | $3.2\times10^7$ |
| 40 | 0.025937 | 0.025942 | $9.5\times10^{12}$ |
| 60 | 0.0203 | 0.0320 | $3.0\times10^{17}$ |
| 80 | 0.0492 | 2.62 | $2.8\times10^{21}$ |
| 120 | −0.0666 | $-1.2\times10^5$ | $3.0\times10^{28}$ |

At 80 the result violates $|S|\le1$. The entry at 60 is more treacherous: it looks reasonable, yet its error is 58% of the correct value. Checking that overlaps do not exceed one therefore detects the failure too late. In this run all absolute errors stay below $10^{-6}$ when both quantum numbers are at most 36, but not when the limit is raised to 37. Grouping the same operations differently changes the roundings and can shift this limit by a few levels.

## What $M$ guarantees

Unfolding the recursion expresses $S_{mn}$ as a sum over paths from $S_{00}$, each path contributing a product of coefficients. Every step raises $m+n$ by at least one, so a path has at most $m+n$ steps. Each step contains a fixed number of roundings, each of relative size at most about the machine epsilon $\varepsilon$. As long as the accumulated relative error of one product is small, the total error is bounded by a constant times $(m+n)\varepsilon$ times the sum of the magnitudes of the products. That sum is $M_{mn}$. The inequality

$$|\Delta S_{mn}|\le10\,\varepsilon\,(m+n+5)\,M_{mn}$$

was tested for the whole table up to 120, with $\varepsilon=2^{-52}$. The constants 10 and 5 are chosen, not derived, and were checked only in this double-precision run.

This is a bound and not an estimate. At $m=n=40$ the product $\varepsilon M$ is about $2\times10^{-3}$, but the actual error is $4\times10^{-6}$. The majorant discards all sign cancellations, including those among the propagated errors.

With the same constants it gives a cautious choice of working precision. For an absolute error below $10^{-10}$ at $m=n=120$, the bound asks for $\varepsilon\le10^{-10}/(2450\times3.0\times10^{28})$, or about 42 decimal digits. With 60 digits, the largest difference from a 90-digit calculation anywhere in the table is $4\times10^{-40}$. The loss in double precision thus comes from finite precision in the upward recursion. Filling column 0 first with (2) and going up in $n$ with (1) does not avoid it, since the same kind of cancellation occurs there. That the formulas themselves are right is checked separately, by the grid calculation below.

The lowest rows need no such cure. For $m\le5$ and all $n\le120$ the largest double-precision error is $2.5\times10^{-14}$. Row 0 is even better when $E_f>E_i$ and $D>0$. Then $s>0$, and if $S_{0n}$ has sign $(-1)^n$ up to some $n$, both terms on the right of (1) have sign $(-1)^{n+1}$. By induction nothing cancels in this row, and even tiny entries keep their relative accuracy.

## The same overlaps on a grid

A second route diagonalizes both Hamiltonians on equally spaced points $Q_j$ with spacing $h$. Such points can represent wave numbers $|p|\le\pi/h$. The kinetic energy $p^2/2k$ in this band has the matrix

$$T_{jl}=\frac h{2\pi}\int_{-\pi/h}^{\pi/h}\frac{p^2}{2k}e^{ip(Q_j-Q_l)}dp=\frac1{2kh^2}\,\frac1{2\pi}\int_{-\pi}^{\pi}u^2\cos(\nu u)\,du,$$

with $u=ph$ and $\nu=j-l$. For $\nu=0$ the integral is $2\pi^3/3$. For $\nu\ne0$, two integrations by parts give $4\pi(-1)^\nu/\nu^2$. Therefore

$$T_{jj}=\frac1{2kh^2}\frac{\pi^2}3,\qquad T_{jl}=\frac1{2kh^2}\frac{2(-1)^{j-l}}{(j-l)^2}\quad(j\ne l).$$

The potential is taken as diagonal, with entries $V(Q_j)$. A normalized eigenvector has components $\sqrt h\,\psi(Q_j)$, so the dot product of an initial and a final eigenvector approximates the overlap integral. Its sign is settled by making each vector positive in its outermost lobe at large $Q$.

Two conditions control the grid. The box must contain the tails, and $\pi/h$ must exceed the largest local wave number with a margin. For harmonic level $n$, that wave number occurs at the minimum and equals $\sqrt{2kE_f(n+\tfrac12)}$. Equating it to $\pi/h$ gives the classical limit

$$n_{\rm lim}=\frac12\left[\frac{(\pi/h)^2}{kE_f}-1\right].$$

With 501 points from $-8$ to $12$ and $h=0.04$ amu$^{1/2}$ Å, the largest difference from the accurate overlaps in the whole table is $5\times10^{-14}$. Doubling $h$ lowers $n_{\rm lim}$ to 80. Overlaps with $m,n\le20$ still agree within $2\times10^{-14}$, but errors in column 120 reach 0.13. A grid that is excellent for low states can therefore be useless for high ones.

The grid also has a rounding floor. The accurate value of $S_{0,120}$ is $3.4\times10^{-24}$. The grid returns $9\times10^{-17}$, which is noise, whereas the double-precision recursion has a relative error of $8\times10^{-15}$. Such an overlap is irrelevant in a sum dominated by large terms. It matters if energy conservation selects that channel alone, although a harmonic model would then need its own justification. The two methods thus fail in different places: this recursion where both quantum numbers are high, the grid where the overlap is too small.

## From overlaps to transition factors

If the electronic matrix element does not depend on $Q$, the weight of an optical transition between two vibrational levels contains $|S_{mn}|^2$. For capture with an electronic coupling linear in $Q$, one also needs the coordinate element. Inserting $Q=(a+a^\dagger)/\sqrt{2kE_i}$ and acting to the left,

$$\langle i,m|Q|f,n\rangle=\frac{\sqrt{m+1}\,S_{m+1,n}+\sqrt m\,S_{m-1,n}}{\sqrt{2kE_i}}.$$

For $m=n=0$ this is $0.032035/\sqrt{2\times239.2253\times0.030}=0.00846$ amu$^{1/2}$ Å. Its ratio to $S_{00}$ is $0.857$ amu$^{1/2}$ Å, which is $E_fD/(E_i+E_f)$, the centre of the product Gaussian used to derive (3). This formula inherits its errors from the overlaps. Because it uses row $m+1$ and multiplies the overlaps by square roots of the quantum numbers, a limit on $m$ and $n$ found for the overlaps does not carry over unchanged.

## An anharmonic final curve

The grid needs a new list of potential values and a fresh check of its two conditions. A soft outer side moves the turning points outward. For the curve below, level 80 turns at $Q\approx8.9$, inside the box, but level 120 turns at $Q\approx12.9$, beyond its edge at 12, so the highest levels are not represented on this grid. Consider the Morse curve

$$V(Q)=W\left(1-e^{-\alpha(Q-D)}\right)^2,\qquad2W\alpha^2=kE_f^2.$$

The condition keeps the curvature at the minimum equal to that of the harmonic curve. Its known levels provide a check, and they can be derived briefly. With $y=Q-D$, let $\lambda=\sqrt{2kW}/\alpha=2W/E_f$ and $z=2\lambda e^{-\alpha y}$. For energy $\epsilon<W$ define $\sigma^2=2k(W-\epsilon)/\alpha^2$, $\sigma>0$. Since $d/dy=-\alpha z\,d/dz$, the Schrödinger equation becomes

$$z^2\psi''+z\psi'+\left(-\sigma^2+\lambda z-\tfrac14z^2\right)\psi=0.$$

The behaviour at small and large $z$ suggests $\psi=z^\sigma e^{-z/2}w(z)$, which gives

$$zw''+(2\sigma+1-z)w'+\left(\lambda-\sigma-\tfrac12\right)w=0.$$

For $w=\sum_jw_jz^j$ this gives $(j+1)(j+2\sigma+1)\,w_{j+1}=(j+\sigma+\tfrac12-\lambda)\,w_j$. If the series does not end, $w_{j+1}/w_j\to1/j$, so $w$ grows like $e^z$ and $\psi$ like $e^{z/2}$. A normalizable solution therefore needs a polynomial $w$. If its degree is $n$, the coefficient of $z^n$ requires $\sigma=\lambda-n-\tfrac12$. Since $\alpha^2/2k=W/\lambda^2$, the energy is $\epsilon=W-W\sigma^2/\lambda^2$, or

$$\epsilon_n=E_f\left(n+\tfrac12\right)-\frac{E_f^2(n+\tfrac12)^2}{4W},\qquad n+\tfrac12<\lambda.$$

For $W=4$ eV the grid levels up to $n=80$ passed a test against this formula, and selected overlaps passed one against the analytic wavefunctions.

The initial ground state is centred at $Q=0$, on the inner wall of the final curve. There the Morse energy is $W(e^{\alpha D}-1)^2$. For $D>0$ it exceeds the harmonic value $W(\alpha D)^2$, because $e^{\alpha D}-1>\alpha D$. With $\alpha=0.2187$ in inverse coordinate units, the two values are 0.603 and 0.431 eV. For $D<0$ the initial state would lie on the soft side and the inequality would reverse. The Morse curve is not symmetric about its minimum, so the sign of the displacement matters.

Completeness of the final states, including the Morse continuum, makes the mean final energy equal to $\langle i,0|H_f|i,0\rangle$. The kinetic part is $E_i/4$, and $\langle Q^2\rangle=v=1/(2kE_i)$. For the harmonic curve,

$$\bar E_{\rm h}=\frac{E_i}4+\frac{E_f^2}{4E_i}+\frac{kE_f^2D^2}2=0.0075+0.0133+0.4306=0.4514\ \mathrm{eV}.$$

For the Morse curve, use $\langle e^{-t\alpha Q}\rangle=e^{t^2\alpha^2v/2}$ with $t=1,2$:

$$\bar E_{\rm M}=\frac{E_i}4+W\left[1-2e^{\alpha D+\alpha^2v/2}+e^{2\alpha D+2\alpha^2v}\right]=0.6438\ \mathrm{eV}.$$

Summing grid weights times levels up to $n=80$ reproduces the Morse value within $10^{-5}$ eV.

The tail changes far more than the mean. The Morse level $n=40$ lies at 1.46 eV and has weight $1.2\times10^{-3}$. The harmonic level $n=30$, at the lower energy of 1.22 eV, has weight $2.1\times10^{-5}$, about 60 times smaller. In this one-mode model, with $D>0$ and the initial oscillator in its ground state, a capture rate that depends on such a high final level is thus sensitive to the shape of the inner wall, even when both curves have the same curvature at the minimum. For $D<0$ the initial state faces the soft side and the tail shrinks instead. Thermal population of higher initial levels changes the size of the contrast and is not included in these weights.

The harmonic limit is reached slowly. Expanding the Morse curve gives

$$V=\frac{kE_f^2}2y^2\left(1-\alpha y+\cdots\right),\qquad\alpha\propto W^{-1/2}.$$

At fixed quantum numbers the leading change of the overlaps is linear in the cubic term, so a fourfold depth should halve it. For very deep wells the calculated ratio, taken over the first 16 overlaps of row 0, is 1.999. The numerical output below also lists the weights at lower levels.

## Table of computed values

```
Initial quantum 30.0 meV, final quantum 40.0 meV
Displacement 1.50 amu^0.5 angstrom
kappa = 239.2253 1/(eV amu angstrom^2)
r = 1.154701, c = 1.010363, s = 0.144338 (no unit)
delta = 3.281027 (no unit)
Huang-Rhys factor, final quantum: 10.7651
S[0,0] = 0.00986476, S[0,1] = -0.02774276
S[1,0] = 0.03203458, S[1,1] = -0.08032756
<0|Q|0> = 0.00845551 amu^0.5 angstrom
Diagonal m=n: exact S, double S, majorant M, grid error (no unit)
  10  0.16172349  1.617235e-01 8.79e+03 3.1e-15
  20 -0.00729238 -7.292381e-03 3.23e+07 1.5e-15
  40  0.02593748  2.594179e-02 9.54e+12 7.9e-16
  60  0.02033380  3.203857e-02 2.96e+17 7.3e-16
  80  0.04918499  2.620527e+00 2.78e+21 3.4e-15
 100 -0.06985132 -4.403843e+02 1.21e+25 2.4e-15
 120 -0.06661023 -1.164706e+05 3.01e+28 3.2e-15
Largest N with all errors below 1e-6 for m,n<=N: 36
Largest double-precision error, whole table: 1.21e+06
Largest double-precision error, rows m<=5: 2.52e-14
Largest 60-digit recursion error: 3.98e-40
Grid: 501 points, -8.0 to 12.0, step 0.04 amu^0.5 angstrom
Largest grid error, whole table: 5.39e-14
Double-step grid: error for m,n<=20 1.6e-14
Double-step grid: error in column 120 1.30e-01
Double-step grid: classical limit n = 80.1
S[0,120]: exact 3.430616e-24, grid 9.25e-17
S[0,120]: recursion relative error 7.9e-15
Morse depth 4.00 eV, a = 0.218735 1/(amu^0.5 angstrom)
Vertical energy: harmonic 0.430606, Morse 0.603206 eV
Mean energy: harmonic 0.451439, Morse 0.643750 eV
Morse mean from levels n<=80: 0.643744 eV
n, harmonic level (eV), weight; Morse level (eV), weight
  0 0.02000 9.73135e-05 0.01997 6.54535e-05
  5 0.22000 3.52727e-02 0.21698 1.29738e-02
 10 0.42000 1.06618e-01 0.40897 5.04445e-02
 15 0.62000 4.98206e-02 0.59598 6.02311e-02
 20 0.82000 7.60045e-03 0.77798 4.12197e-02
 30 1.22000 2.10813e-05 1.12698 8.88618e-03
 40 1.62000 9.12690e-09 1.45598 1.24501e-03
Difference ratio for fourfold depth: 1.9989
```
